# Coulomb-focused ion neutralization: the inverse square-root temperature law from two derivations

## What dimensions say

A positive and a negative ion, each singly charged, approach each other in a dilute plasma. In mutual neutralization an electron passes from the negative ion to the positive one, and two neutral particles separate. The rate coefficient $k$ is defined by the loss rate per unit volume, $k\,n_+n_-$, where $n_+$ and $n_-$ are the ion densities. Its dimensions are length³/time.

The model is this: neutralization is certain if the separation $r$ ever falls to a fixed radius $R$, and impossible otherwise. Outside $R$ the ions move classically in the potential energy

$$U(r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0}.$$

Suppose that attraction dominates, so that the thermal energy $k_BT$ is much smaller than $C/R$. For nearly all pairs the kinetic energy at $r=R$ is then close to $C/R$, because the energy they had at large distance adds little. The largest angular momentum with which they can reach $R$, called $L_c$, belongs to purely tangential motion there. It is therefore fixed by the reduced mass $\mu$, by $C$ and by $R$, and not by temperature.

The far motion is described by $\mu$ and $k_BT$, and the target by $L_c$. Try $k\propto L_c^{\,p}\,\mu^{q}\,(k_BT)^{s}$. Matching the powers of mass, length and time gives

$$p+q+s=0,\qquad 2p+2s=3,\qquad -p-2s=-1 .$$

The second and third equations give $s=-1/2$ and $p=2$, and the first then gives $q=-3/2$. Hence

$$k\propto\frac{L_c^2}{\mu^{3/2}\sqrt{k_BT}}.$$

The power $-1/2$ follows from dimensions once $L_c$ is known to be independent of temperature. Without that fact they would not suffice: from $R$, $C$, $\mu$ and $k_BT$ one can form the pure number

$$x=\frac{R\,k_BT}{C},$$

and dimensions alone allow $k=R^2\sqrt{k_BT/\mu}\;\Phi(x)$ with any function $\Phi$. Two derivations of $\Phi$ follow.

## First derivation: orbits, then an average over speed

**Relative motion.** Let both ion species have Maxwellian velocities at the temperature $T$. Each velocity component of an ion of mass $m_\pm$ is Gaussian with variance $k_BT/m_\pm$. The difference of two independent Gaussian variables is Gaussian, and the variances add:

$$\frac{k_BT}{m_+}+\frac{k_BT}{m_-}=\frac{k_BT}{\mu},\qquad \mu=\frac{m_+m_-}{m_++m_-}.$$

The relative speed $v$ at large separation therefore has the distribution

$$f(v)=4\pi\left(\frac{\beta}{\pi}\right)^{3/2}v^2e^{-\beta v^2},\qquad \beta=\frac{\mu}{2k_BT}.$$

**The capture condition.** Let $b$ be the impact parameter and $E=\mu v^2/2$ the relative energy at infinity. The angular momentum is $L=\mu vb$, so the centrifugal energy is $L^2/(2\mu r^2)=Eb^2/r^2$. Conservation of energy reads

$$E=\frac{\mu\dot r^2}{2}+\frac{Eb^2}{r^2}-\frac{C}{r}.$$

The radial kinetic energy cannot be negative. Multiplying the condition $E-Eb^2/r^2+C/r\ge0$ by $r^2/E$, which is positive, gives

$$b^2\le r^2+\frac{Cr}{E}.$$

To arrive at $R$ from infinity, the ions must satisfy this at every $r\ge R$. The right side increases with $r$, so the condition is strictest at $r=R$. There is no outer barrier, and capture occurs for $b\le b_{\max}$, where

$$b_{\max}^2=R^2\left(1+\frac{C}{RE}\right).$$

The capture cross section is the area of the disc of these impact parameters:

$$\sigma(E)=\pi b_{\max}^2=\pi R^2\left(1+\frac{C}{RE}\right).$$

The first term is the bare target. The second is Coulomb focusing: slow ions are drawn in from far outside $R$. The angular momentum at the edge of the disc satisfies

$$L_{\max}^2=2\mu E\,b_{\max}^2=2\mu\,(CR+ER^2),$$

which tends to $L_c^2=2\mu CR$ when $E\ll C/R$. This confirms the premise of the dimensional argument.

**The thermal average.** The rate coefficient is the mean of $v\sigma$. With $E=\mu v^2/2$,

$$k=\langle v\sigma\rangle=\pi R^2\left[\langle v\rangle+\frac{2C}{\mu R}\left\langle\frac1v\right\rangle\right].$$

The substitution $s=\beta v^2$, $ds=2\beta v\,dv$, gives the two integrals needed:

$$\int_0^\infty v^3e^{-\beta v^2}dv=\frac{1}{2\beta^2}\int_0^\infty se^{-s}ds=\frac1{2\beta^2},\qquad
\int_0^\infty ve^{-\beta v^2}dv=\frac1{2\beta}.$$

Multiplying by $4\pi(\beta/\pi)^{3/2}=4\beta^{3/2}/\sqrt\pi$,

$$\langle v\rangle=\frac{2}{\sqrt{\pi\beta}}=\sqrt{\frac{8k_BT}{\pi\mu}},\qquad
\left\langle\frac1v\right\rangle=2\sqrt{\frac{\beta}{\pi}}=\beta\,\langle v\rangle .$$

Since $\beta=\mu/(2k_BT)$, the focusing term is

$$\frac{2C}{\mu R}\,\frac{\mu}{2k_BT}\,\langle v\rangle=\frac{C}{Rk_BT}\,\langle v\rangle .$$

The result is

$$\boxed{\,k(T)=\pi R^2\sqrt{\frac{8k_BT}{\pi\mu}}\left(1+\frac{C}{Rk_BT}\right)}$$

## Second derivation: inward flux through the capture sphere

This route uses neither an impact parameter nor a cross section. It counts the pairs that cross the sphere $r=R$ inward.

Let $F(\mathbf r,\mathbf v)$ be the density of negative ions in the phase space of relative position and velocity around one positive ion, divided by $n_-$. Far away it is the Maxwellian $(\beta/\pi)^{3/2}e^{-\beta v^2}$, which can be written as $(\beta/\pi)^{3/2}e^{-E/k_BT}$. By Liouville's theorem $F$ stays constant along an orbit. Its value at $R$ is found by following each orbit backward in time.

Take a point on the sphere with inward velocity and total energy $E$. Let $K(r)$ be the radial kinetic energy along the orbit. Then

$$r^2K(r)=Er^2+Cr-\frac{L^2}{2\mu}.$$

If $E>0$, this grows with $r$. It is not negative at $R$, so it is positive at every larger radius. Followed backward, the orbit runs out to infinity without a turning point, and $F$ has its far value for the same $E$. If $E<0$, the term $Er^2$ wins at large $r$ and the orbit turns back at a finite distance. Such a pair never came from infinity. For isolated binary encounters $F=0$ there.

On the sphere $E=\mu v^2/2-C/R$, where $v$ now denotes the local speed. Define $s_0=C/(Rk_BT)=1/x$. For inward velocities,

$$F=\left(\frac{\beta}{\pi}\right)^{3/2}e^{s_0}e^{-\beta v^2}\quad\text{if }\beta v^2>s_0,\qquad F=0\quad\text{otherwise.}$$

At a given local speed above the cutoff, $F$ is $e^{s_0}$ times the far Maxwellian at that same speed. It still nowhere exceeds the largest far value, $(\beta/\pi)^{3/2}$, because the slow part of the distribution is missing.

With $\theta$ the angle between the velocity and the inward normal, the flux through the whole sphere is

$$k=4\pi R^2\int v\cos\theta\,F\,d^3v .$$

The angular integral over inward directions is

$$2\pi\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=\pi .$$

The speed integral, again with $s=\beta v^2$, is

$$\int_{\beta v^2>s_0}v^3e^{-\beta v^2}dv=\frac1{2\beta^2}\int_{s_0}^\infty se^{-s}ds=\frac{(1+s_0)e^{-s_0}}{2\beta^2},$$

where integration by parts gives the last step. The factor $e^{-s_0}$ cancels $e^{s_0}$, leaving

$$k=4\pi R^2\cdot\pi\cdot\frac{\beta^{3/2}}{\pi^{3/2}}\cdot\frac{1+s_0}{2\beta^2}
=\pi R^2\,\frac{2}{\sqrt{\pi\beta}}\,(1+s_0).$$

Since $2/\sqrt{\pi\beta}=\langle v\rangle$, this is the boxed formula.

## The power law and where it ends

In terms of $x$ the bracket is $1+1/x$. When $x\ll1$ the second term dominates:

$$k\to\pi R^2\sqrt{\frac{8k_BT}{\pi\mu}}\,\frac{C}{Rk_BT}=RC\sqrt{\frac{8\pi}{\mu k_BT}}\;\propto\;T^{-1/2}.$$

The mean speed contributes $T^{+1/2}$ and the focused area $T^{-1}$. The rate is proportional to $R$, not to $R^2$, because $L_c^2$ is. The full result is the limiting law times $1+x$, so the full result exceeds it by the fraction $x$ of the limiting value.

At finite $x$ the local exponent follows from $k\propto T^{1/2}(1+x)/x$ with $x\propto T$:

$$\frac{d\ln k}{d\ln T}=\frac12+\frac{x}{1+x}-1=\frac{x-1}{2(x+1)} .$$

It rises from $-1/2$ at small $x$ to $+1/2$ at large $x$, where the ions are too fast to be focused and the target is a bare sphere. The exponent changes sign at $x=1$, so $k$ is smallest when $k_BT=C/R$.

All this holds at fixed $R$. If $R$ itself varied as $1/T$, then $x$ would be constant and $k\propto R^2\sqrt T\propto T^{-3/2}$. For $x\ll1$, the exponent $-1/2$ thus expresses a capture radius that does not change with temperature.

## What each derivation assumes

Both assume classical motion, isolated pairs, a central potential without an outer barrier (the centrifugal term included), and certain reaction at $R$. They differ in what they make visible and in how they extend.

The orbit derivation yields $\sigma(E)$ before any temperature is introduced. The Maxwellian enters at the end, so for another distribution of relative speeds one keeps

$$k=\pi R^2\langle v\rangle+\frac{2\pi RC}{\mu}\left\langle\frac1v\right\rangle$$

and changes the averages. If the species have different temperatures $T_+$ and $T_-$, the added variances give a relative Maxwellian with $T$ replaced by $T_r=\mu(T_+/m_++T_-/m_-)$.

The flux derivation needs the far distribution from the start. Like the orbit derivation, it uses the potential at only one radius once barriers, centrifugal ones included, are excluded. Replacing $-C/R$ by a general attractive $U(R)<0$ changes nothing else, so

$$k=\pi R^2\langle v\rangle\left(1-\frac{U(R)}{k_BT}\right).$$

The condition is that $r^2[E-U(r)]$ nowhere outside $R$ falls below its value at $R$, for any $E>0$. For $U\propto-r^{-n}$ this holds when $n\le2$. A steeper attraction creates a centrifugal barrier outside $R$ and the formula overestimates $k$: for $n=4$, with the depth at $R$ and the temperature of the example below, the true rate is only 0.27 of it.

The flux derivation also shows what the assumption of isolated pairs does. If collisions with a third particle kept the bound states ($E<0$) filled to thermal equilibrium, the speed integral would start at zero and the inward flux would be $\pi R^2\langle v\rangle e^{s_0}$. For weak attraction, $e^{s_0}\approx1+s_0$ and the distinction disappears to first order. For strong attraction the two differ enormously. The power law therefore belongs to pairs arriving from infinity, not to an equilibrium population near the ion.

## Example: an oxygen processing plasma

Consider O$_2^+$ and O$^-$ at 500 K, with $5.0\times10^{10}$ cm$^{-3}$ of each ion and a gas pressure of 10 mTorr. These are rough typical conditions for a low-pressure oxygen plasma. The capture radius $R=0.80$ nm is a chosen model parameter. With $C=1.440$ eV nm and $k_BT=0.04309$ eV,

$$x=\frac{0.80\times0.04309}{1.440}=0.0239,\qquad 1+\frac1x=42.8 .$$

The attraction at the capture radius is $C/R=1.80$ eV, far above the thermal energy. The bare area is $\pi R^2=2.011$ nm² and the mean relative speed is 996.3 m/s, so

$$k=(2.011\times10^{-14}\ \text{cm}^2)(9.963\times10^4\ \text{cm/s})(42.8)=8.6\times10^{-8}\ \text{cm}^3/\text{s}.$$

The limiting law gives $8.4\times10^{-8}$ cm³/s, and the full value is 2.4% above it. The local exponent is $-0.477$. At 300 K the rate coefficient is $1.10\times10^{-7}$ cm³/s with exponent $-0.486$; at 1000 K it is $6.2\times10^{-8}$ cm³/s with exponent $-0.454$. The minimum lies near 21,000 K, a formal property of the model and not a condition for this gas.

Two numerical tests address the mechanics and the average. Newton's equations were integrated for pairs with $E=k_BT$, starting at a separation of $300R$, and the impact parameter was adjusted until the closest approach was $R$. This gave 5.232 nm, in agreement with the formula for $b_{\max}$. Then separate Maxwellian velocities were drawn for one million pairs of ions at 500 K, and $v\sigma$ was averaged. This gave $8.566\times10^{-8}$ cm³/s, against $8.568\times10^{-8}$ from the boxed formula. Further values are in the numerical output.

## Is capture really certain?

The electron can jump where the energy curve of the ion pair crosses that of a neutral pair. Suppose that there is one isolated crossing, at $R$. The ions pass it going in and again coming out. Let $p$ be the probability of staying on the original, uncoupled curve in one passage. Neutralization needs one jump between these curves and one passage without a jump, in either order. After averaging over the interference between the two histories, its probability is

$$P=2p(1-p)\le\frac12 .$$

Certain capture therefore cannot describe one such crossing. It must stand for many crossings or many final states acting together.

The size of the reduction can be estimated with the Landau–Zener formula, taken here as an input:

$$p=\exp\left(-\frac{2\pi H^2}{\hbar v_r\Delta F}\right).$$

Here $H$ is the coupling, $v_r$ the radial speed at $R$, and $\Delta F$ the difference in slope of the curves. For a flat neutral curve $\Delta F=C/R^2$. Energy conservation at $R$, with $Eb_{\max}^2/R^2=E+C/R$, gives

$$\frac{\mu v_r^2}{2}=E+\frac CR-\frac{Eb^2}{R^2}=\left(E+\frac CR\right)w,\qquad w=1-\frac{b^2}{b_{\max}^2}.$$

Impact parameters are uniform in area, so $w$ is uniform between 0 and 1. Let $a$ be the exponent for head-on passage, so that $p=e^{-a/\sqrt w}$. With $u=1/\sqrt w$, $dw=-2u^{-3}du$,

$$\int_0^1e^{-a/\sqrt w}dw=2\int_1^\infty\frac{e^{-au}}{u^3}du=2E_3(a),$$

which defines the exponential integral $E_3$. Since $p^2$ has exponent $2a$, the mean of $P$ is

$$\langle P\rangle=4\,[E_3(a)-E_3(2a)] .$$

For the example, the thermal rate with this probability is largest at $H=24$ meV, where it is 0.45 of the certain-capture rate. At other couplings a single crossing does worse.

Within this one-crossing model the temperature law is more robust than the magnitude. The probability depends on $E+C/R$, which is mostly the fixed 1.80 eV. At half and twice the best coupling the calculated exponents at 500 K are $-0.484$ and $-0.454$, close to the $-0.477$ of certain capture. At stronger coupling the exponent drifts further, to $-0.38$ at four times the best coupling, where the rate has fallen to 0.0005 of the certain-capture value. Molecular ions have internal states that this model omits, so their measured exponents need not be $-1/2$.

## The model beside a real plasma

The density and the rate coefficient give a loss frequency $kn_+=4.3\times10^3$ s$^{-1}$ for O$^-$, or a lifetime of 0.23 ms against neutralization alone. Detachment by oxygen atoms can also remove O$^-$, so this is not its total lifetime. The model does not predict the size of $k$ by itself, because $k$ is nearly proportional to the chosen $R$: at 500 K, halving $R$ multiplies $k$ by 0.49 and doubling it multiplies $k$ by 2.05. Certain reaction is also in doubt: one isolated crossing would lower the rate by a factor of at least 2.2 within the Landau–Zener estimate. Ion heating also lowers the rate. Electric fields can keep ions hotter than the gas; at an ion temperature of 0.1 eV, with $R$ unchanged, the rate coefficient is 0.68 of its 500 K value. A directed drift would require the non-Maxwellian averages given above.

Four further effects, estimated one by one, are small here:

- **Polarization.** Each ion's charge polarizes the other, adding $-C\alpha/(2r^4)$ to $U$, where $\alpha$ is the summed polarizability volume. With a rough and probably generous $\alpha=0.006$ nm³, $k$ rises by 0.6%; the rise is proportional to $\alpha$.
- **Screening.** The ions' Debye length is 4.9 µm, thousands of times $R$. Screening lowers $k$ by 0.02%.
- **Quantized angular momentum.** At $E=k_BT$ the largest captured value is $776\hbar$. Since the area varies as $L_{\max}^2$, one unit of $\hbar$ changes it by 0.26%.
- **Gas collisions.** Thomson's estimate counts pairs that pass within $r_T=C/(1.5k_BT)=22.3$ nm while either ion strikes a gas molecule. It gives only an order of magnitude: straight paths neglect the attraction and so count too few collisions inside the sphere, while treating every such collision as a capture counts too many, since not all of them leave the pair bound. For straight paths the mean chord of that sphere is $4r_T/3$. With a mean free path $\lambda=5.2$ mm, from a rough cross section of 1 nm², the added rate is $\pi r_T^2\langle v\rangle\,(8r_T/3\lambda)$, or 0.02% of $k$.

The last estimate is proportional to pressure at fixed temperature. At 10 Torr it would reach about a fifth of $k$, and the picture of isolated pairs, on which both derivations rest, would no longer be adequate.

## Table of computed values

```
INPUTS (rough typical or chosen)
capture radius R = 0.80 nm
temperature T = 500 K
reduced mass = 10.666 u
density of each ion = 5.0e+10 cm^-3
gas pressure = 10.0 mTorr
summed polarizability = 0.006 nm^3
ion-neutral cross section = 1.0 nm^2
CAPTURE
C = 1.4400 eV nm
kB T = 0.04309 eV
C/R = 1.8000 eV
x = R kB T/C = 0.02394
b_max at E = kB T, formula = 5.2322 nm
b_max at E = kB T, trajectories = 5.2322 nm
bare area pi R^2 = 2.0106 nm^2
cross section at E = kB T = 86.00 nm^2
thermal focusing factor 1+1/x = 42.78
RATE COEFFICIENT
mean relative speed = 996.3 m/s
k(300 K), formula = 1.0958e-07 cm^3/s
  T^(-1/2) limit = 1.0803e-07 cm^3/s
  local exponent = -0.4858
k(500 K), formula = 8.5683e-08 cm^3/s
  T^(-1/2) limit = 8.3680e-08 cm^3/s
  local exponent = -0.4766
k(1000 K), formula = 6.2003e-08 cm^3/s
  T^(-1/2) limit = 5.9170e-08 cm^3/s
  local exponent = -0.4543
k(500 K), quadrature = 8.5683e-08 cm^3/s
k(500 K), sampled ions = 8.566e-08 cm^3/s
exponent at 3 K (limit check) = -0.49986
exponent at 2e6 K (formal) = 0.4897
temperature of smallest k = 20888 K
O- loss frequency = 4284 s^-1
O- lifetime = 0.233 ms
NEGLECTED EFFECTS
best single crossing, k/k_model = 0.4524
  coupling H at that best = 24.0 meV
  exponent at half that H = -0.4843
  exponent at twice that H = -0.4539
ions at 0.1 eV: temperature = 1160 K
  k(0.1 eV)/k(500 K) = 0.6767
polarization changes k by 0.572 %
ion Debye length = 4.88 um
screening changes k by -0.0160 %
ion mean free path = 5.18 mm
Thomson radius = 22.28 nm
gas-assisted rate / k = 0.0208 %
largest captured L at E = kB T = 776 hbar
one unit of L changes the area by 0.258 %
```
